# Momentum Adjustment and Frustrated Hops in Surface Hopping

In surface hopping the nuclei move classically on one adiabatic potential surface at a time, and now and then the active surface is switched. The switch is instantaneous: the nuclei stay where they are while the potential energy changes by the gap between the surfaces. If the momenta are left alone, the total energy jumps by that gap at every hop.

Requiring that the energy be conserved removes the jump but does not yet say how the momenta change. One could multiply all momenta by a common factor. Atoms that have nothing to do with the electronic transition would then help to pay for it, and in a large system their kinetic energy could finance almost any upward hop. A usable rule must therefore say which component of the momentum changes, by how much, and when the hop has to be refused.

## Setting and assumptions

The nuclear Cartesian coordinates are \(R_i\), with masses \(M_i\), momenta \(p_i\) and velocities \(v_i=p_i/M_i\). The gradient \(\nabla\) has components \(\partial/\partial R_i\), and a dot denotes the plain sum over \(i\). The electronic Hamiltonian \(H(R)\) has orthonormal eigenstates, \(H|n\rangle=E_n|n\rangle\). The active state is \(j\), the target is \(k\), and

\[
\Delta E=E_k-E_j,\qquad d=\langle j|\nabla k\rangle ,
\]

both taken at the geometry of the hop. An upward hop has \(\Delta E>0\), a downward hop \(\Delta E<0\). I assume that

1. the electronic states are real and differentiable at this geometry, so that \(d\) is a real vector, and the two states are not degenerate there;
2. \(d\neq0\);
3. the hop leaves \(R\) unchanged and changes the momentum along \(d\):
\[
p'=p-\gamma d,\qquad \gamma\ \text{real}.
\]

The third assumption is a postulate of the algorithm. Exact quantum mechanics contains no sudden hops from which it could be deduced. Lemma 2 shows how mean-field dynamics motivates it.

Two numbers and the kinetic energy enter the result:

\[
a=\frac12\sum_i\frac{d_i^2}{M_i}>0,\qquad
b=\sum_i\frac{p_id_i}{M_i}=v\cdot d,\qquad
T=\sum_i\frac{p_i^2}{2M_i}.
\]

## Theorem

**(i)** The hop conserves the total energy if and only if

\[
a\gamma^2-b\gamma+\Delta E=0. \tag{1}
\]

**(ii)** A real solution exists if and only if

\[
T_d\ge\Delta E,\qquad T_d=\frac{b^2}{4a}. \tag{2}
\]

The hop is frustrated when \(T_d<\Delta E\).

**(iii)** Let \(b\ne0\) and \(D=b^2-4a\Delta E>0\). Of the two roots, the one of smaller magnitude is

\[
\gamma=\frac{b-\operatorname{sgn}(b)\sqrt D}{2a}
=\frac{2\Delta E}{b+\operatorname{sgn}(b)\sqrt D}. \tag{3}
\]

It keeps the sign of \(v\cdot d\) and vanishes as \(\Delta E\to0\) at fixed \(p\) and \(d\). The other root does neither.

Energy conservation admits both roots. Selecting (3) is a further requirement, namely that the momentum change disappear continuously with the gap.

## Why the momentum changes along the coupling vector

**Lemma 1.** \(\langle j|\nabla H|k\rangle=\Delta E\,d\).

*Proof.* Differentiate \(H|k\rangle=E_k|k\rangle\):

\[
(\nabla H)|k\rangle+H|\nabla k\rangle=(\nabla E_k)|k\rangle+E_k|\nabla k\rangle .
\]

Project on \(\langle j|\). Since \(\langle j|H=E_j\langle j|\) and \(\langle j|k\rangle=0\),

\[
\langle j|\nabla H|k\rangle+E_jd=E_kd ,
\]

which is the claim. Projecting on \(\langle k|\) instead, the two terms \(E_k\langle k|\nabla k\rangle\) cancel and leave \(\langle k|\nabla H|k\rangle=\nabla E_k\). \(\square\)

**Lemma 2.** Let the electronic state be \(|\psi\rangle=c_j|j\rangle+c_k|k\rangle\), with no other state involved, and let the nuclei feel the mean force \(-\langle\psi|\nabla H|\psi\rangle\). The part \(F\) of this force that comes from the interference of the two states is parallel to \(d\). With \(P_k=|c_k|^2\), it does work at the rate

\[
v\cdot F=-\Delta E\,\frac{dP_k}{dt}. \tag{4}
\]

*Proof.* First the population. Insert \(|\psi\rangle\) into \(i\hbar\,d|\psi\rangle/dt=H|\psi\rangle\). The basis states change in time because the nuclei move, \(d|n\rangle/dt=v\cdot|\nabla n\rangle\). Projection on \(\langle k|\) gives

\[
i\hbar\left(\dot c_k+c_j\,v\cdot\langle k|\nabla j\rangle+c_k\,v\cdot\langle k|\nabla k\rangle\right)=E_kc_k .
\]

For real states, differentiating \(\langle k|k\rangle=1\) gives \(\langle k|\nabla k\rangle=0\), and differentiating \(\langle j|k\rangle=0\) gives \(\langle k|\nabla j\rangle=-d\). Hence

\[
\dot c_k=-\frac{i}{\hbar}E_kc_k+c_j\,v\cdot d .
\]

In \(dP_k/dt=2\operatorname{Re}(c_k^*\dot c_k)\) the energy term is purely imaginary and drops out. Because a number and its complex conjugate have the same real part,

\[
\frac{dP_k}{dt}=2\operatorname{Re}(c_j^*c_k)\,v\cdot d. \tag{5}
\]

Now the force. By Lemma 1, and because \(\langle k|\nabla H|j\rangle=\langle j|\nabla H|k\rangle\) for real states,

\[
-\langle\psi|\nabla H|\psi\rangle=-P_j\nabla E_j-P_k\nabla E_k+F,
\qquad F=-2\operatorname{Re}(c_j^*c_k)\,\Delta E\,d .
\]

So \(F\) is parallel to \(d\). Taking its scalar product with \(v\) and using (5) gives (4). \(\square\)

The first two terms of the force are the slopes of the surfaces, weighted by the populations. The remaining force \(F\) supplies the energy needed to move population from one surface to the other. Where the transfer rate is not zero, division of \(F\) by (5) gives the momentum change per unit of transferred population:

\[
\frac{F}{dP_k/dt}=-\frac{\Delta E}{v\cdot d}\,d. \tag{6}
\]

This is an instantaneous mean-field rate. A hop switches the active state completely in a single instant, and for a finite gap the vector (6) does not conserve energy, because \(v\cdot d\) changes while momentum is being exchanged. The direction is therefore taken from (6), and the length is left to energy conservation.

## Proof of the theorem

**Part (i).** Expand the kinetic energy after the hop:

\[
\sum_i\frac{(p_i-\gamma d_i)^2}{2M_i}
=\sum_i\frac{p_i^2}{2M_i}-\gamma\sum_i\frac{p_id_i}{M_i}+\gamma^2\sum_i\frac{d_i^2}{2M_i}
=T-b\gamma+a\gamma^2 .
\]

Energy conservation requires \(T-b\gamma+a\gamma^2+E_k=T+E_j\). Subtracting \(T+E_j\) from both sides gives (1).

**Part (ii).** Complete the square:

\[
T-b\gamma+a\gamma^2=T-T_d+a\left(\gamma-\frac{b}{2a}\right)^2. \tag{7}
\]

Setting this equal to \(T-\Delta E\) gives

\[
a\left(\gamma-\frac b{2a}\right)^2=T_d-\Delta E .
\]

Since \(a>0\), a real \(\gamma\) exists if and only if the right-hand side is not negative. Multiplied by \(4a\), the right-hand side is \(D\), so the condition is the same as \(D\ge0\).

**Part (iii).** Write \(\sigma=\operatorname{sgn}(b)\). The roots are \((b\mp\sigma\sqrt D)/2a\), with magnitudes

\[
\frac{\bigl||b|-\sqrt D\bigr|}{2a}\quad\text{and}\quad\frac{|b|+\sqrt D}{2a}.
\]

As \(|b|\) and \(\sqrt D\) are both positive, the first is strictly smaller. After the hop,

\[
v'\cdot d=\sum_i\frac{(p_i-\gamma d_i)d_i}{M_i}=b-2a\gamma=\pm\sigma\sqrt D , \tag{8}
\]

with the upper sign for the smaller root. That root keeps the sign of \(v\cdot d\), and the larger root reverses it. When \(\Delta E\to0\), \(\sqrt D\to|b|=\sigma b\). The smaller root then tends to zero and the larger one to \(b/a\).

For the second form in (3), multiply numerator and denominator of the first by \(b+\sigma\sqrt D\). The numerator becomes \(b^2-D=4a\Delta E\), and division by \(2a\) leaves \(2\Delta E\). The new denominator cannot vanish, because its two terms have the same sign. \(\square\)

If \(D=0\) and \(b\neq0\), the roots coincide at \(\gamma=b/2a\). The hop is allowed and ends with \(v'\cdot d=0\).

## What the condition means

Split the momentum into a part along \(d\) and a remainder:

\[
p=\frac{b}{2a}\,d+p_\perp,\qquad
\sum_i\frac{p_{\perp,i}d_i}{M_i}=b-\frac{b}{2a}\,2a=0 .
\]

The cross term in the kinetic energy vanishes, so that

\[
T=a\left(\frac b{2a}\right)^2+\sum_i\frac{p_{\perp,i}^2}{2M_i}=T_d+T_\perp .
\]

Thus \(T_d\) is the kinetic energy of the motion along \(d\), where "perpendicular" is meant with the weights \(1/M_i\). The hop leaves \(p_\perp\) and \(T_\perp\) untouched, and only \(T_d\) can be spent.

Coordinates with \(d_i=0\) contribute to neither \(a\) nor \(b\). Adding moving spectator atoms, for which \(d_i=0\), raises \(T\) but leaves \(T_d\) as it was. Under uniform scaling, \(p'=\kappa p\), energy conservation reads \(\kappa^2T=T-\Delta E\), and for \(T>0\) the hop is possible whenever \(T\ge\Delta E\). This is the weaker condition, since \(T\ge T_d\).

**Small gaps.** Let \(u=a\Delta E/b^2=\Delta E/4T_d\). Then \(\sqrt D=|b|\sqrt{1-4u}\), and \(\sqrt{1-4u}=1-2u-2u^2-\dots\) for small \(|u|\). The first form of (3) becomes

\[
\gamma=\frac b{2a}\left(2u+2u^2+\dots\right)=\frac{\Delta E}{b}+\frac{a\,\Delta E^2}{b^3}+\dots \tag{9}
\]

To leading order in \(\Delta E/T_d\), the momentum change \(-\gamma d\) is the mean-field vector (6). The larger root has no such limit: it would turn the motion along \(d\) around even when the gap is vanishingly small.

## A potential step that gives the same momenta

**Proposition.** Let a classical particle with the same masses start with momentum \(p\), \(b\neq0\), on the flat side of a potential \(V(s)\), where \(s=\sum_id_iR_i\) and \(d\) is held constant. Along the direction of its motion, \(V\) passes smoothly and monotonically, with nonzero slope wherever it lies strictly between its end values, from the value 0 to the value \(\Delta E\neq0\). If \(T_d>\Delta E\), the particle crosses and its final momentum is \(p-\gamma d\) with \(\gamma\) from (3). If \(T_d<\Delta E\), it is reflected with final momentum

\[
p_{\rm r}=p-\frac ba\,d. \tag{10}
\]

*Proof.* The force is \(-\partial V/\partial R_i=-V'(s)d_i\), so at all times the momentum has the form \(p-g(t)d\). Its component \(p_\perp\) is constant. The rate \(\dot s=v\cdot d\) starts at \(b\), and the kinetic energy along \(d\) is \(\dot s^2/4a\). Energy conservation therefore reads

\[
\frac{\dot s^2}{4a}+V(s)=T_d .
\]

If \(T_d>\Delta E\), then \(T_d-V(s)\) stays positive, because \(V\) lies between 0 and \(\Delta E\) and \(T_d>0\). Hence \(\dot s\) never vanishes and keeps its sign. On the far side the energy balance is (1), and by (8) the root that keeps the sign of \(v\cdot d\) is (3).

If \(T_d<\Delta E\), the particle stops where \(V=T_d\). The slope there is not zero, so this point is reached in a finite time and the force pushes the particle back; it returns to \(V=0\) with \(\dot s=-b\). From \(b-2ag=-b\) it follows that \(g=b/a\). \(\square\)

Within these conditions the shape and width of the step do not matter. The picture covers both directions: a particle that runs down a step is not turned around either. It is still only a picture of the hop, because the particle needs time and distance to cross the step, whereas the hop takes neither.

## Remarks

**Sign and length of \(d\).** The sign of an electronic state is arbitrary, so the sign of \(d\) is too. Replace \(d\) by \(\lambda d\) with \(\lambda\ne0\). Then \(a\to\lambda^2a\), \(b\to\lambda b\) and \(D\to\lambda^2D\). Since \(\operatorname{sgn}(\lambda b)|\lambda|=\lambda\operatorname{sgn}(b)\), (3) gives \(\gamma\to\gamma/\lambda\), and \(\gamma d\) is unchanged. By Lemma 1, the vector \(\langle j|\nabla H|k\rangle\) can serve in place of \(d\) when the states are exact eigenstates of \(H\). For states computed in a finite atom-centred basis the lemma does not apply as it stands, and the two vectors can differ in direction.

**Momentum, not velocity.** The velocity changes by \(-\gamma d_i/M_i\). With unequal masses this is in general not parallel to \(d\).

**Reverse hop.** Suppose a hop with \(b\neq0\) and \(D>0\) is followed at once by the hop back. Now \(b'=\sigma\sqrt D\), the gap is \(-\Delta E\), and \(D'=b'^2+4a\Delta E=b^2\). Equation (3) gives

\[
\gamma'=\frac{-2\Delta E}{\sigma\sqrt D+\sigma|b|}=-\gamma ,
\]

so the original momentum is restored.

**Motion with \(v\cdot d=0\).** Here \(T_d=0\), and every upward hop is frustrated. For a downward hop (1) gives \(\gamma=\pm\sqrt{|\Delta E|/a}\), two roots of equal magnitude between which (3) cannot decide. By (5) the instantaneous transfer rate is then zero. An algorithm that computes hopping probabilities over a finite time step may still meet this case and needs a convention for it.

**After a frustrated hop.** The active state remains \(j\). Keeping \(p\) conserves energy trivially. Reversing the motion along \(d\) according to (10) also does, since \(\gamma=b/a\) in (7) gives \(T-b^2/a+b^2/a=T\). The theorem does not choose between them. The step picture suggests reflection, but the particle in that picture has met a barrier, while the nuclei on surface \(j\) have not.

**Total momentum.** Summed over the atoms, the momentum changes by \(-\gamma\sum_Id_I\), where \(d_I\) is the three-component part of \(d\) belonging to atom \(I\). For \(\gamma\neq0\) the total linear momentum is conserved only if this sum vanishes. Energy conservation does not ensure this, and for a real molecule the \(d\) defined above usually fails it even with exact states. Moving all nuclei together carries the electronic wavefunction along, so \(\sum_Id_I=-\langle j|\sum_e\nabla_e|k\rangle\), with the sum over the electrons. For a nonrelativistic Hamiltonian in atomic units this equals \(-\Delta E\,\langle j|\sum_e r_e|k\rangle\), which is nonzero for a dipole-allowed transition. For the two lowest \(\sigma\) states of H\(_2^+\) at a separation of 2 bohr, both nuclei carry the same component, about 0.23 per bohr along the axis, so \(d\) is a pure translation. Conserving total momentum then requires removing this translational part from the vector before it is used.

**Where the rule does not apply.** At a degeneracy the adiabatic states are not uniquely defined and \(d\) gives no direction. If the states cannot be chosen real, \(d\) may be complex, and \(p-\gamma d\) is then not an acceptable momentum without a further prescription.

**Rounding.** For small gaps the first form of (3) subtracts nearly equal numbers. With the \(a\) and \(b\) of the example below and a gap of \(10^{-12}\) hartree, its relative error in double precision is about \(4\times10^{-6}\). At this gap the second form is accurate to rounding. Very close to the threshold \(\Delta E=T_d\), \(D\) itself is a difference of nearly equal numbers, and both forms lose digits.

## Worked example

Take two coordinates \(x,y\) with masses 2000 and 6000 electron masses, and the model Hamiltonian

\[
H=\tfrac12K(x^2+y^2)\begin{pmatrix}1&0\\0&1\end{pmatrix}+\begin{pmatrix}\alpha x&w\\ w&-\alpha x\end{pmatrix},\qquad w=c+\beta y .
\]

In atomic units \(\alpha=0.03\), \(\beta=0.02\), \(c=0.01\), \(K=0.02\), and the geometry is \(x=0.2\), \(y=0.1\). All values below are in atomic units unless marked.

**Gap and coupling.** Here \(\alpha x=0.006\) and \(w=0.012\). The eigenvalues of the second matrix are \(\pm\sqrt{(\alpha x)^2+w^2}\), so

\[
\Delta E=2\sqrt{0.006^2+0.012^2}=0.02683\quad(0.730\ \text{eV}).
\]

The vector \(d\) follows from its definition and the eigenvectors. With \(\tan\theta=w/\alpha x\), the upper state is \((\cos\frac\theta2,\sin\frac\theta2)\) and the lower one \((-\sin\frac\theta2,\cos\frac\theta2)\). Differentiating the upper state and projecting on the lower one gives \(\frac12\nabla\theta\), that is

\[
\frac{(-w\alpha,\ \alpha x\,\beta)}{2[(\alpha x)^2+w^2]}
=\frac{(-3.6,\ 1.2)\times10^{-4}}{3.6\times10^{-4}}=(-1,\ 0.3333).
\]

Reversing the sign of one state gives \(d=(1,-0.3333)\), which is used from here on. Then

\[
a=\frac12\left(\frac1{2000}+\frac{0.1111}{6000}\right)=2.593\times10^{-4}.
\]

**An allowed upward hop.** Let \(p=(14,6)\). Then

\[
T=\frac{14^2}{4000}+\frac{6^2}{12000}=0.0520,\qquad
b=\frac{14}{2000}-\frac{6\times0.3333}{6000}=6.667\times10^{-3},
\]

and \(T_d=b^2/4a=0.04286\) (1.166 eV), which exceeds the gap. With \(D=1.662\times10^{-5}\) and \(\sqrt D=4.076\times10^{-3}\),

\[
\gamma=\frac{2\times0.02683}{(6.667+4.076)\times10^{-3}}=4.995,\qquad
p'=(9.005,\ 7.665).
\]

The kinetic energy falls to 0.02517, which is \(T-\Delta E\). The \(y\) momentum grows although the hop costs energy, because \(\gamma d_y\) is negative: in an upward hop \(\gamma\) has the sign of \(v\cdot d\), and \(d_y\) has the opposite sign, whichever sign is chosen for \(d\). What falls is the energy along \(d\), not that of each Cartesian coordinate.

The rejected root is \(\gamma=20.72\), with \(p'=(-6.719,12.906)\). It conserves energy equally well but reverses \(v\cdot d\). The leading term of (9) is \(\Delta E/b=4.025\), which is 19% below the accepted root; the gap is not small compared with \(T_d\) here.

**A downward hop.** For the same \(p\) and a gap of \(-0.02683\), (3) gives \(\gamma=-3.538\) and \(p'=(17.538,4.821)\). The kinetic energy rises to 0.07883.

**A frustrated hop.** Let \(p=(8,20.785)\), which has the same \(T=0.0520\). Now

\[
b=\frac{8}{2000}-\frac{20.785\times0.3333}{6000}=2.845\times10^{-3},\qquad
T_d=0.00781\quad(0.212\ \text{eV}).
\]

The total kinetic energy is almost twice the gap, but \(T_d\) is less than a third of it, and the upward hop is refused. Uniform scaling would have allowed it, with \(\kappa=\sqrt{1-0.02683/0.0520}=0.696\). Since \(T_d\) grows as the square of the momentum, multiplying all momenta by the common factor \(\sqrt{0.02683/0.00781}=1.85\) would bring the hop to its threshold. If reflection is chosen, (10) gives \(p_{\rm r}=(-2.975,24.443)\).

In the numerical check, trajectories over a smooth step reproduce the momenta of all three cases, the last as a reflection.

## Calculated quantities

```
masses: 2000, 6000 m_e
splitting slope, coupling slope: 0.03, 0.02 Eh/a0
constant coupling: 0.01 Eh; spring: 0.02 Eh/a0^2
geometry (x, y): (0.2000, 0.1000) a0
lower, upper energy: -0.012916, 0.013916 Eh
gap: 0.026833 Eh = 0.7302 eV
derivative coupling d: (1.0000, -0.3333) 1/a0
--- allowed upward hop ---
initial momentum: (14.0000, 6.0000) hbar/a0
total kinetic energy T: 0.052000 Eh = 1.4150 eV
a: 2.592593e-04 1/(m_e a0^2)
b = v.d: 6.666667e-03 Eh/hbar
T_d: 0.042857 Eh = 1.1662 eV
b^2 - 4 a gap: 1.661782e-05 (Eh/hbar)^2
accepted gamma: 4.99533 hbar
new momentum: (9.0047, 7.6651) hbar/a0
new kinetic energy: 0.025167 Eh
new v.d: 4.076496e-03 Eh/hbar
rejected gamma: 20.71896 hbar
rejected momentum: (-6.7190, 12.9063) hbar/a0
rejected v.d: -4.076496e-03 Eh/hbar
small-gap estimate gap/b: 4.02492 hbar
mean-field kick per population: (-4.0249, 1.3416) hbar/a0
smooth-step final momentum: (9.0047, 7.6651) hbar/a0
--- downward hop, same initial momentum ---
gamma: -3.53810 hbar; new momentum: (17.5381, 4.8206) hbar/a0
new kinetic energy: 0.078833 Eh
smooth-step final momentum: (17.5381, 4.8206) hbar/a0
--- frustrated upward hop, same T ---
initial momentum: (8.0000, 20.7846) hbar/a0
total kinetic energy: 0.052000 Eh
b = v.d: 2.845299e-03 Eh/hbar
T_d: 0.007807 Eh = 0.2124 eV
b^2 - 4 a gap: -1.973089e-05 (Eh/hbar)^2
momentum factor to reach threshold: 1.8540
uniform scaling factor that would allow it: 0.6957
reflected momentum: (-2.9747, 24.4429) hbar/a0
smooth-step final momentum: (-2.9747, 24.4429) hbar/a0
--- numerical checks ---
random cases allowed, frustrated: 216, 84
root error at gap 1e-12 Eh, subtracting form: 3.7e-06
root error at the same gap, stable form: 1.6e-17
```
